\section*{Why the Gauge Parameter of QED Renormalizes as the Photon Field}

In quantum electrodynamics with a linear covariant gauge-fixing term, interactions change the transverse part of the photon propagator and leave the longitudinal part as it is in the free theory. If $D^{\mu\nu}$ is the exact propagator of the bare field and $\xi_0$ the bare gauge parameter, then
\begin{equation}
k_\mu D^{\mu\nu}(k)=-i\,\xi_0\,\frac{k^\nu}{k^2},\qquad \xi_0=Z_3\,\xi ,
\label{result}
\end{equation}
where $Z_3$ is the photon field renormalization, $A_0^\mu=\sqrt{Z_3}\,A^\mu$, and $\xi$ is the gauge parameter of the renormalized propagator. The first relation follows from gauge invariance without an expansion in the charge; the second follows from the first by rescaling the field.

The units are $\hbar=c=1$, the metric is $(+,-,-,-)$, and the bare Lagrangian is
\begin{equation}
\mathcal L=-\tfrac14F_0^2-\frac{1}{2\xi_0}(\partial\cdot A_0)^2+\bar\psi_0(i\gamma\cdot\partial-e_0\gamma\cdot A_0-m_0)\psi_0 .
\end{equation}
The propagator is $D^{\mu\nu}(k)=\int d^4x\,e^{ik\cdot x}\langle TA_0^\mu(x)A_0^\nu(0)\rangle$, with derivatives understood to act outside the time ordering, as they do in a path integral. The regulator and the integration measure are assumed to respect gauge transformations of the matter fields. This assumption is essential, as an explicit failure below will show.

The free propagator fixes the standard of comparison. Integrating by parts turns the photon part of the action into $\frac12\int A_{0\mu}[g^{\mu\nu}\Box-(1-1/\xi_0)\partial^\mu\partial^\nu]A_{0\nu}$. In momentum space $\partial_\mu\to-ik_\mu$, so the bracket becomes
\begin{equation}
K^{\mu\nu}=-k^2g^{\mu\nu}+\Big(1-\frac1{\xi_0}\Big)k^\mu k^\nu
=-k^2\,T^{\mu\nu}-\frac{k^2}{\xi_0}\,L^{\mu\nu},
\end{equation}
with the projectors $L^{\mu\nu}=k^\mu k^\nu/k^2$ and $T^{\mu\nu}=g^{\mu\nu}-L^{\mu\nu}$. Since the weight is $e^{iS}$, the free propagator is $iK^{-1}$. Each projector is inverted separately:
\begin{equation}
D_{\rm free}^{\mu\nu}=-\frac{i}{k^2}\left(T^{\mu\nu}+\xi_0L^{\mu\nu}\right),
\end{equation}
where $k^2$ stands for $k^2+i\epsilon$. Contraction with $k_\mu$ removes $T$ and gives the right side of the first relation in \eqref{result}.

For the interacting theory, add a source for the photon field only,
\begin{equation}
Z[J]=\int\mathcal DA_0\,\mathcal D\bar\psi_0\,\mathcal D\psi_0\;
\exp\Big(iS+i\!\int\! d^4x\,J_\mu A_0^\mu\Big),
\end{equation}
and change integration variables by an infinitesimal gauge transformation, $A_0^\mu\to A_0^\mu+\partial^\mu\alpha$, $\psi_0\to e^{-ie_0\alpha}\psi_0$. The integral cannot depend on the names of its variables. The field strength, the matter action and the measure do not change, so the variation comes from the gauge-fixing and source terms:
\begin{equation}
0=\int d^4x\,\Big\langle-\frac1{\xi_0}(\partial\cdot A_0)\,\Box\alpha+J_\mu\partial^\mu\alpha\Big\rangle_J .
\end{equation}
Two integrations by parts in the first term and one in the second move the derivatives off $\alpha$. Because $\alpha(x)$ is arbitrary,
\begin{equation}
-\frac1{\xi_0}\,\Box\,\partial_\mu\langle A_0^\mu(x)\rangle_J=\partial_\mu J^\mu(x).
\label{source}
\end{equation}
Thus $\partial\cdot A_0$ responds to a source as a free massless field does. Physically, the matter current is conserved and cannot feed the divergence of the photon field.

Differentiate \eqref{source} with respect to $J_\nu(y)$ and set $J=0$. Each derivative of the source exponent brings down a factor $i$, and $\langle A_0\rangle=0$ by Lorentz invariance, so $\delta\langle A_0^\mu(x)\rangle_J/\delta J_\nu(y)=iD^{\mu\nu}(x-y)$. Hence
\begin{equation}
-\frac{i}{\xi_0}\,\Box\,\partial_\mu D^{\mu\nu}(x-y)=\partial^\nu\delta^4(x-y).
\end{equation}
With $\Box\to-k^2$ and $\partial_\mu\to-ik_\mu$, the left side is $-(i/\xi_0)(-k^2)(-ik_\mu)D^{\mu\nu}=(k^2/\xi_0)k_\mu D^{\mu\nu}$, and the right side is $-ik^\nu$. Division by $k^2+i\epsilon$, the prescription that selects the vacuum correlator, proves the first relation in \eqref{result}.

The same identity constrains the self-energy $\Pi_{\mu\nu}$, defined by $iD^{-1}=K-\Pi$. Multiply $k_\mu D^{\mu\nu}=-i\xi_0k^\nu/k^2$ from the right by $(K-\Pi)_{\nu\rho}$. The left side becomes $ik_\rho$, and therefore
\begin{equation}
k^\nu(K-\Pi)_{\nu\rho}=-\frac{k^2}{\xi_0}k_\rho=k^\nu K_{\nu\rho}
\quad\Longrightarrow\quad k^\nu\Pi_{\nu\rho}=0 .
\end{equation}
Lorentz covariance allows only $g_{\mu\nu}$ and $k_\mu k_\nu$ in $\Pi_{\mu\nu}$, and transversality ties their coefficients together: $\Pi_{\mu\nu}=(k^2g_{\mu\nu}-k_\mu k_\nu)\Pi(k^2)$. Inverting $-k^2(1+\Pi)T-(k^2/\xi_0)L$ gives
\begin{equation}
D^{\mu\nu}=-\frac{i}{k^2}\left[\frac{T^{\mu\nu}}{1+\Pi(k^2)}+\xi_0L^{\mu\nu}\right].
\label{full}
\end{equation}

Now rescale the field. Since $D=Z_3D_{\rm ren}$,
\begin{equation}
D_{\rm ren}^{\mu\nu}=-\frac{i}{k^2}\left[\frac{T^{\mu\nu}}{Z_3(1+\Pi)}+\frac{\xi_0}{Z_3}L^{\mu\nu}\right].
\end{equation}
The factor $Z_3$ is chosen to make the transverse part finite. The longitudinal coefficient must then be held finite too, and it is by definition the renormalized gauge parameter: $\xi=\xi_0/Z_3$. In the Lagrangian this reads
\begin{equation}
\frac{(\partial\cdot A_0)^2}{2\xi_0}=\frac{Z_3(\partial\cdot A)^2}{2Z_3\xi}=\frac{(\partial\cdot A)^2}{2\xi},
\end{equation}
so the gauge-fixing term needs no counterterm. The longitudinal part of $D_{\rm ren}$ is the free one written with $\xi$, that of $D$ the free one written with $\xi_0$. In Landau gauge both parameters vanish, and that choice survives renormalization.

A photon mass gives a second case. Adding $\frac12m_{\gamma0}^2A_0^2$ to $\mathcal L$ adds $m_{\gamma0}^2A_0\cdot\partial\alpha$ to the variation, and \eqref{source} becomes $-\xi_0^{-1}(\Box+\xi_0m_{\gamma0}^2)\partial\cdot\langle A_0\rangle_J=\partial\cdot J$. The earlier steps then give
\begin{equation}
k_\mu D^{\mu\nu}=-\frac{i\xi_0k^\nu}{k^2-\xi_0m_{\gamma0}^2}.
\end{equation}
The longitudinal part is again uncorrected. After division by $Z_3$, the numerator gives $\xi_0=Z_3\xi$ as before, and a cutoff-independent pole requires $\xi_0m_{\gamma0}^2=\xi m_\gamma^2$, that is, $m_{\gamma0}^2=m_\gamma^2/Z_3$. The photon is massless from here on.

The proof can be checked beyond perturbation theory in a model small enough to integrate completely: a Euclidean Abelian field on the four links of one square plaquette. Let $G$ be the matrix that takes a function on the sites to its differences along the links, and $F$ the circulation of $A$ around the square. The weight is $\exp[-\frac12F^2-|G^{\sf T}A|^2/2\xi_0]$ times a staggered-fermion determinant with link factors $e^{ieA}$. Under $A\to A+G\alpha$ both $F$ and the determinant are invariant. Shifting the variables in $\int A_l\times$(weight) gives, to first order in $\alpha$,
\begin{equation}
0=(G\alpha)_l-\frac1{\xi_0}\big\langle A_l\,(G^{\sf T}A)\cdot(G^{\sf T}G\alpha)\big\rangle .
\end{equation}
With $C=\langle AA^{\sf T}\rangle$ this is $G^{\sf T}G\,G^{\sf T}C=\xi_0G^{\sf T}$, or $G^{\sf T}C=\xi_0(G^{\sf T}G)^+G^{\sf T}$, where the plus sign denotes the inverse on non-constant site functions. Four sites carry three such functions, so multiplying by $G$ and taking the trace gives $\langle|G^{\sf T}A|^2\rangle=3\xi_0$.

Numerical integration over all four links, with $e=1$ and fermion mass $m=0.2$ in lattice units, was tested against the matrix identity. For $\xi_0=0.5$, $1$ and $3$ the trace comes out as $1.5$, $3.0$ and $9.0$. The flux variance $\langle F^2\rangle$ is $0.687$ in all three cases, whereas without fermions it is $1$. Its value can be understood directly. The hopping terms connect two even sites to two odd ones through a $2\times2$ block $X$ whose entries have modulus $\frac12$, so the determinant is
\begin{equation}
m^4+m^2\,{\rm tr}XX^\dagger+|\det X|^2=m^4+m^2+\tfrac18(1+\cos F).
\end{equation}
Here ${\rm tr}XX^\dagger=4\times\frac14$, and $\det X$ is a sum of two terms of modulus $\frac14$ whose relative phase, with the staggered signs, is $F$. For a unit Gaussian, $\langle\cos F\rangle=e^{-1/2}$ and $\langle F^2\cos F\rangle=0$, so
\begin{equation}
\langle F^2\rangle=\frac{m^4+m^2+\frac18}{m^4+m^2+\frac18(1+e^{-1/2})}=0.687 .
\end{equation}
The matter favours small flux and narrows the transverse fluctuations; it does not act on the longitudinal ones. If $e^{ieA}$ is replaced by its linear part $1+ieA$, the determinant is no longer gauge invariant, and at $\xi_0=1$ the trace is $3.95$ instead of $3$.

In the continuum, the one-loop polarization shows the identity at work and supplies a value of $Z_3$. Use Euclidean momenta, for which $k^2$ now denotes the positive Euclidean square. The fermion propagator is $S(p)=(i\gamma\cdot p+m)^{-1}$, and integrating out the fermion adds $-{\rm Tr}\ln(S^{-1}+ie_0\gamma\cdot A_0)$ to the action. Its second-order term is $\frac12{\rm Tr}(S\,ie_0\gamma\cdot A_0\,S\,ie_0\gamma\cdot A_0)$, so with $q=p+k$
\begin{equation}
\Pi_{\mu\nu}=-e_0^2\sum_ic_i\int\!\frac{d^4p}{(2\pi)^4}\,{\rm tr}\big[\gamma_\mu S_i(p)\gamma_\nu S_i(q)\big].
\label{loop}
\end{equation}
The sum is a Pauli--Villars regularization with weights $c_i=(1,-2,1)$ and squared masses $M_i^2=(m^2,M^2,2M^2-m^2)$, chosen so that $\sum c_i=0$ and $\sum c_iM_i^2=0$.

Contract \eqref{loop} with $k_\nu$. Because $i\gamma\cdot k=S^{-1}(q)-S^{-1}(p)$,
\begin{equation}
S(p)\,i\gamma\cdot k\,S(q)=S(p)-S(q),
\end{equation}
and the loop becomes the difference of two integrals that are equal if the integration variable may be shifted by $k$. The shift is legitimate here: ${\rm tr}\,\gamma_\mu S_i(p)=-4ip_\mu/(p^2+M_i^2)$, and in the regulated sum the first two terms of its large-$p$ expansion cancel. What remains falls as $p^{-5}$, too fast for a surface of area $\propto p^3$ to contribute. With a sharp momentum cutoff and no regulator fields, the shift moves the boundary of the integration region, and a longitudinal remainder survives.

For the transverse part, the Dirac trace in \eqref{loop} is
\begin{equation}
4\big[\delta_{\mu\nu}(M_i^2+p\cdot q)-p_\mu q_\nu-p_\nu q_\mu\big].
\end{equation}
Combine the denominators with a Feynman parameter $x$ and set $p=l-xk$, $q=l+(1-x)k$. The denominator becomes $(l^2+\Delta_i)^2$ with $\Delta_i=M_i^2+x(1-x)k^2$. Terms odd in $l$ vanish and $l_\mu l_\nu$ averages to a multiple of $\delta_{\mu\nu}$, so the coefficient of $k_\mu k_\nu$ in the bracket is $2x(1-x)$. In $\Pi_{\mu\nu}=(k^2\delta_{\mu\nu}-k_\mu k_\nu)\Pi$ the coefficient of $k_\mu k_\nu$ is $-\Pi$. Restoring the factor $4$ of the trace and the prefactor $-e_0^2$ of \eqref{loop} gives
\begin{equation}
\Pi=8e_0^2\int_0^1\!dx\,x(1-x)\sum_ic_i\int\!\frac{d^4l}{(2\pi)^4}\frac1{(l^2+\Delta_i)^2}.
\end{equation}
The measure is $d^4l/(2\pi)^4\to l^2\,d(l^2)/16\pi^2$. Up to a large radius $R$ the integral gives $[\ln(R^2/\Delta_i)-1]/16\pi^2$, and the terms independent of $i$ cancel because $\sum c_i=0$. Thus $\Pi=e_0^2P(k^2)$ with
\begin{equation}
P(k^2)=-\frac1{2\pi^2}\int_0^1\!dx\,x(1-x)\sum_ic_i\ln\Delta_i .
\label{P}
\end{equation}

Direct integration over loop momentum tests both statements. For $M=10m$ the longitudinal part of $\Pi_{\mu\nu}/e_0^2$ stays below $10^{-6}m^2$ in magnitude, the accuracy asked of the quadrature. At $k^2=4m^2$ the transverse part is $0.113114\,m^2$, equal to $k^2P$ from \eqref{P} to the digits printed. A sharp cutoff $|p+k/2|<10m$, placed on the mean of the two fermion momenta, leaves instead a longitudinal part of $-1.25\,m^2$ at the same $k^2$; being a surface term, this value changes if the cutoff is placed on a differently routed loop momentum.

One more relation is needed before numbers can be assigned: that between $e_0$ and $e$. Let the matter, in Minkowski space again, feel an additional external field $\partial_\mu\alpha$. A phase change of $\psi_0$ removes it, so the exact inverse electron propagator $\mathcal S^{-1}$ becomes $e^{-ie_0\alpha}\mathcal S^{-1}e^{ie_0\alpha}$. To first order the change is $-ie_0[\alpha,\mathcal S^{-1}]$. For $\alpha=e^{-ik\cdot x}$, which raises the electron momentum from $p$ to $p+k$, it equals $ie_0[\mathcal S^{-1}(p+k)-\mathcal S^{-1}(p)]$. The same change is $-e_0\Gamma^\mu\partial_\mu\alpha=ie_0k_\mu\Gamma^\mu$, where $\Gamma^\mu$ is the irreducible vertex; diagrams in which the external field first passes through a polarization loop vanish because $k^\mu\Pi_{\mu\nu}=0$. Therefore
\begin{equation}
k_\mu\Gamma^\mu(p+k,p)=\mathcal S^{-1}(p+k)-\mathcal S^{-1}(p),\qquad
\Gamma^\mu(p,p)=\frac{\partial\mathcal S^{-1}}{\partial p_\mu},
\end{equation}
the second form being the limit $k\to0$ at off-shell $p$. With $\psi_0=\sqrt{Z_2}\,\psi$, the factor $Z_2$ that makes $\mathcal S^{-1}$ finite also makes $\Gamma^\mu(p,p)$ finite. By power counting the overall divergence of the vertex is logarithmic, so a derivative with respect to an external momentum removes it; it is therefore independent of the momenta, and the same factor makes $\Gamma^\mu(p+k,p)$ finite for every $k$. The renormalized interaction is $e_0\sqrt{Z_3}\,Z_2\Gamma^\mu$, so $e=\sqrt{Z_3}\,e_0$ and
\begin{equation}
e_0^2\,\xi_0=\frac{e^2}{Z_3}\,Z_3\xi=e^2\xi .
\label{inv}
\end{equation}

Let $Z_3$ be the residue at $k^2=0$, so that $Z_3=1/[1+e_0^2P(0)]$ in the one-loop approximation to $\Pi$. Inserting $e_0^2=e^2/Z_3$ gives $Z_3+e^2P(0)=1$, or
\begin{equation}
Z_3=1-e^2P(0),\qquad P(0)=\frac1{12\pi^2}\ln\frac{M^4}{m^2(2M^2-m^2)},
\end{equation}
where $\int_0^1x(1-x)dx=\frac16$ was used. This approximation makes sense only while $e^2P(0)<1$, which limits $M$ at given $e$. The renormalized transverse factor, $1/[Z_3(1+e_0^2P(k^2))]$, becomes $1/\{1-e^2[P(0)-P(k^2)]\}$. It contains only a difference of $P$ values, in which the logarithm of $M$ cancels.

Take the round values $e^2=1$, $\xi=1$ and $k^2=4m^2$. For $M=10m$, $P(0)=0.0331$, so $Z_3=1-0.0331=0.9669$, $\xi_0=0.9669\times1$ and $e_0^2=1/0.9669=1.0342$. The other regulator masses follow in the same way:
\begin{equation}
\begin{array}{rcccc}
M/m & Z_3=\xi_0 & e_0^2 & \text{transverse factor} & 1/Z_3\\
10 & 0.9669 & 1.0342 & 1.00482 & 1.0342\\
100 & 0.9281 & 1.0775 & 1.00492 & 1.0775\\
1000 & 0.8892 & 1.1246 & 1.00492 & 1.1246
\end{array}
\end{equation}
The transverse factor settles as $M$ grows. The last column is the longitudinal coefficient that would result from holding $\xi_0$ at $1$: it drifts with the regulator, and the renormalized propagator would drift with it. It coincides with the $e_0^2$ column because $e^2=1$. With $\xi_0=Z_3\xi$ the coefficient stays at $1$.

Inverting the full $4\times4$ matrix built from the integrated loop at $M=10m$ confirms this, with coefficients $1.00000$ (longitudinal) and $1.00482$ (transverse). If the sharp-cutoff tensor is inserted instead, its longitudinal part $e_0^2\Pi_L$, with $\Pi_L=-1.25\,m^2$, adds to $k^2/\xi_0$ in the inverse propagator. The coefficient becomes
\begin{equation}
\frac{k^2}{Z_3(k^2/\xi_0+e_0^2\Pi_L)}=\frac{k^2}{k^2/\xi+e^2\Pi_L}=\frac{4}{4-1.25}=1.45 ,
\end{equation}
which depends on momentum and cutoff and is no gauge parameter at all.

The value of $\xi$ depends on where the field is normalized. If the transverse factor is set to $1$ at Euclidean $k^2=\mu^2$, then $Z_3(\mu)=1/[1+e_0^2P(\mu^2)]$ and
\begin{equation}
\xi(\mu)=\xi_0[1+e_0^2P(\mu^2)],\qquad e^2(\mu)=\frac{e_0^2}{1+e_0^2P(\mu^2)} .
\end{equation}
Differentiation at fixed bare parameters, with \eqref{inv}, gives $d\xi/d\ln\mu=e^2\xi\,dP/d\ln\mu$. For $m\ll\mu\ll M$ only the light fermion's logarithm varies, as $2\ln\mu$, so $dP/d\ln\mu=-(1/2\pi^2)(1/6)(2)$ and
\begin{equation}
\frac{d\xi}{d\ln\mu}=-\frac{e^2(\mu)\,\xi(\mu)}{6\pi^2}.
\end{equation}
With $M=10^5m$ and $e^2=\xi=1$ at $\mu=0$, the values at $\mu=100m$ are $e^2=1.0680$ and $\xi=0.9363$, whose product is $1$. The slope there is $-0.016877$ by finite differences and $-0.016887$ by the formula. The relative difference of about $6\times10^{-4}$ is the leading mass correction: the factor $\frac16$ is really $\int_0^1dx\,x^2(1-x)^2\mu^2/[m^2+x(1-x)\mu^2]\approx\frac16-m^2/\mu^2$, a relative reduction of $6m^2/\mu^2$. A gauge parameter that starts at $1$ thus decreases as the charge grows, while $\xi=0$ stays fixed. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Plaquette model: e = 1.0 , fermion mass = 0.2 (lattice units)
  xi0=0.5: <sum (div A)^2>=1.500000, 3 xi0=1.5, <F^2>=0.687247
  xi0=1.0: <sum (div A)^2>=3.000000, 3 xi0=3.0, <F^2>=0.687247
  xi0=3.0: <sum (div A)^2>=9.000000, 3 xi0=9.0, <F^2>=0.687247
  coupling 1+ieA (not gauge invariant), xi0=1.0: <sum (div A)^2>=3.947724
One-loop tensor / e0^2, Pauli-Villars M = 10 m (units m^2):
  k2=0.25 m^2: |longitudinal| below 1e-6: True, transverse=0.008167, k2*P=0.008167
  k2=4.00 m^2: |longitudinal| below 1e-6: True, transverse=0.113114, k2*P=0.113114
  sharp cutoff 10 m, k2=4.00 m^2: longitudinal=-1.2498 m^2
Inputs: e^2=1.0, xi=1.0, Euclidean k2=4.0 m^2 (pure numbers below)
  M/m=10: P(0)=0.033073, Z3=0.966927, e0^2=1.034204, xi0=0.966927
     renormalized transverse factor=1.004818; xi if xi0 held at 1: 1.034204
  M/m=100: P(0)=0.071915, Z3=0.928085, e0^2=1.077487, xi0=0.928085
     renormalized transverse factor=1.004918; xi if xi0 held at 1: 1.077487
  M/m=1000: P(0)=0.110798, Z3=0.889202, e0^2=1.124604, xi0=0.889202
     renormalized transverse factor=1.004919; xi if xi0 held at 1: 1.124604
Inverted 4x4 matrix, M=10 m: k2*D_ren longitudinal=1.00000, transverse=1.00482
  same with sharp-cutoff tensor: longitudinal=1.45442
Running with M = 1e5 m:
  mu/m=0: e^2=1.000000, xi=1.000000, product=1.000000
  mu/m=10: e^2=1.025948, xi=0.974708, product=1.000000
  mu/m=100: e^2=1.068033, xi=0.936300, product=1.000000
  mu/m=1000: e^2=1.114303, xi=0.897422, product=1.000000
  d xi/d ln mu at mu=100 m: numerical=-0.016877, formula=-0.016887
\end{verbatim}
